\section*{Coulomb binding of a charged oxygen vacancy and an acceptor}

\section*{The problem}

An oxygen vacancy in an amorphous oxide film carries charge $+2e$. A singly negative acceptor sits $0.3$ nm away, which is roughly the distance between neighbouring oxygen sites. The static dielectric constant of the film is $10$.

\begin{enumerate}
\item Estimate the Coulomb binding energy of the pair in eV.
\item Find how the estimate responds to the spread of distances in an amorphous network.
\item Decide which neglected effects could change the answer noticeably.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item A binding energy needs a reference state. Take the same two defects, in the same charge states, infinitely far apart.
\item Apply Gauss's law to the displacement $\mathbf D$, whose sources are the defect charges alone. Then pass to the electric field $\mathbf E$.
\item For an independent check, write the electrostatic energy as an integral over the fields, and cut space into spherical shells centred on the vacancy. What is the flux of the acceptor's field through a shell that does not enclose the acceptor?
\item In Gaussian units $e^2$ is an energy times a length. Its value in eV\,nm makes the arithmetic short.
\item For the third question, compare $0.3$ nm with the distance over which a solid can build up its polarization, and with the screening length of free electrons.
\end{enumerate}

\section*{Full solution}

\subsection*{Assumptions and the field of the vacancy}

Let $e>0$, $q_1=+2e$ for the vacancy and $q_2=-e$ for the acceptor. These charges are counted relative to the unperturbed network. They are treated as points in a uniform, isotropic, linear medium of static dielectric constant $\varepsilon$, far from surfaces and interfaces. There are no free carriers for the moment.

In Gaussian units $\nabla\cdot\mathbf D=4\pi\rho$, where $\rho$ is the density of defect charge, and $\mathbf D=\varepsilon\mathbf E$. For a sphere of radius $r$ around the vacancy,
\begin{equation}
4\pi r^2 D_1=4\pi q_1
\quad\Longrightarrow\quad
E_1(r)=\frac{D_1}{\varepsilon}=\frac{q_1}{\varepsilon r^2}.
\end{equation}
With the potential zero at infinity,
\begin{equation}
\phi_1(r)=\int_r^\infty E_1(r')\,dr'=\frac{q_1}{\varepsilon r}.
\end{equation}
The field at $r$ is that of a charge $q_1/\varepsilon$ in vacuum. For $\varepsilon=10$ the polarization of the medium therefore leaves $0.2e$ of the original $2e$ visible from outside.

A vacancy is not a point embedded in a continuum. Suppose that a small spherical cavity of radius $b<R$ around it has dielectric constant $1$. Gauss's law still gives $D_1=q_1/r^2$ everywhere, so $E_1$ and $\phi_1$ are unchanged for $r>b$. A numerical solution of the radial Poisson equation with $b=0.1$ nm confirms this: multiplied by the acceptor charge, with the sign reversed, its potential at $0.3$ nm agrees with the uniform-medium formula derived below, to the four decimals printed. This check concerns only the vacancy's potential at the acceptor. The acceptor's own field also polarizes the surface of the cavity, which adds a self-energy that depends on $R$. That term is repulsive and small: a multipole sum gives about $0.004$ eV for $b=0.1$ nm, and a like cavity around the acceptor, polarized by the charge $2e$, gives four times as much, about $0.018$ eV. Both are left out here.

\subsection*{The interaction energy}

The electrostatic energy of a linear dielectric is
\begin{equation}
W=\frac{1}{8\pi}\int \mathbf E\cdot\mathbf D\,dV
=\frac{\varepsilon}{8\pi}\int(\mathbf E_1+\mathbf E_2)^2\,dV .
\end{equation}
The terms in $E_1^2$ and $E_2^2$ are self-energies. They diverge for points, but for defects of small fixed size in this uniform medium they do not depend on the separation $R$, so they cancel against the reference state. The cross term remains:
\begin{equation}
U=\frac{\varepsilon}{4\pi}\int\mathbf E_1\cdot\mathbf E_2\,dV .
\end{equation}
Use spherical coordinates centred on the vacancy. There $\mathbf E_1=q_1\hat{\mathbf r}/(\varepsilon r^2)$ and $dV=dr\,dA$, where $dA$ is an area element of the shell:
\begin{equation}
U=\frac{\varepsilon}{4\pi}\,\frac{q_1}{\varepsilon}
\int_0^\infty\frac{dr}{r^2}\oint \mathbf E_2\cdot\hat{\mathbf r}\,dA .
\end{equation}
The inner integral is the flux of the acceptor's field through the shell. It is zero for $r<R$, where the acceptor lies outside, and $4\pi q_2/\varepsilon$ for $r>R$. Hence
\begin{equation}
U=\frac{q_1}{4\pi}\,\frac{4\pi q_2}{\varepsilon}\int_R^\infty\frac{dr}{r^2}
=\frac{q_1q_2}{\varepsilon R}.
\end{equation}
This equals $q_2\phi_1(R)$, the work needed to bring the acceptor from infinity into the potential of the vacancy. Of the two factors $1/\varepsilon$ from the fields, one is cancelled by the $\varepsilon$ in the energy density.

With $q_1q_2=-2e^2$, $U$ is negative. The binding energy is the energy needed to separate the pair:
\begin{equation}
E_b=-U=\frac{2e^2}{\varepsilon R}.
\label{eq:binding}
\end{equation}

\subsection*{Numbers}

With $e^2=1.440$ eV\,nm, the pair in vacuum would have
\begin{equation}
\frac{2e^2}{R}=\frac{2\times1.440\ \text{eV\,nm}}{0.3\ \text{nm}}=9.60\ \text{eV},
\end{equation}
and the dielectric reduces this tenfold:
\begin{equation}
E_b=\frac{9.60\ \text{eV}}{10}=0.96\ \text{eV}\quad(92.6\ \text{kJ/mol}).
\end{equation}
Direct quadrature of the field-energy integral, with the angular integrals done numerically, gives $0.0000$ eV from $r<R$ and $0.9600$ eV from $r>R$, as the flux argument requires.

\subsection*{Spread of distances}

Differentiating (\ref{eq:binding}) at fixed $\varepsilon$,
\begin{equation}
\frac{dE_b}{dR}=-\frac{2e^2}{\varepsilon R^2}=-\frac{E_b}{R}
=-3.2\ \text{eV/nm}.
\end{equation}
A displacement of $0.03$ nm thus changes the binding by about $0.1$ eV. The full formula gives $1.07$ eV at $0.27$ nm and $0.87$ eV at $0.33$ nm. The gain on approach exceeds the loss on retreat because $1/R$ is convex. The divergence as $R\to0$ has no physical meaning: the charge distributions then overlap, and the point-charge model has ended.

\subsection*{What the estimate leaves out}

\paragraph{Free electrons.}
Let electrons of mean density $n$ move against a fixed neutralizing background. A small potential $\phi$ raises their density by $\delta n=(\partial n/\partial\mu)e\phi$, with $\mu$ the chemical potential. Away from the vacancy, Poisson's equation $\varepsilon\nabla^2\phi=4\pi e\,\delta n$ becomes
\begin{equation}
\nabla^2\phi=\frac{\phi}{L^2},\qquad
\frac1{L^2}=\frac{4\pi e^2}{\varepsilon}\frac{\partial n}{\partial\mu}.
\end{equation}
For a spherical solution, $u=r\phi$ obeys $u''=u/L^2$. The solution that decays at infinity and tends to $q_1/(\varepsilon r)$ near the charge is $\phi=q_1e^{-r/L}/(\varepsilon r)$. In this local linear theory the binding is therefore multiplied by $e^{-R/L}$.

For a nondegenerate gas $\partial n/\partial\mu=n/kT$. At $n=10^{18}$ cm$^{-3}$ and $300$ K this gives $L=3.78$ nm. With Fermi--Dirac statistics and an effective mass of $0.3$ electron masses, $L=3.94$ nm. Then
\begin{equation}
E_b\,e^{-R/L}=0.960\ \text{eV}\times e^{-0.30/3.94}=0.89\ \text{eV},
\end{equation}
a loss of $0.07$ eV. This is an order of magnitude, not a precise correction. The local relation between $\delta n$ and $\phi$ needs a potential that varies slowly over the electron's thermal wavelength, here $7.9$ nm, twice $L$; the wave-number-dependent (Lindhard) linear response gives a loss of $0.06$ eV instead. An electron $0.3$ nm from the vacancy has potential energy $-0.96$ eV in the unscreened field, about $37\,kT$ in size, so the linear response assumed here fails near the defect. Even in the screened potential this energy exceeds $kT$ in size out to about $4$ nm, which is the screening length itself, and a sphere of that radius holds on average only about a quarter of an electron. There is also the charge state to consider. In the effective-mass picture, without screening, a fixed charge $2e$ binds an electron by $13.6\times0.3\times2^2/10^2=0.16$ eV, about $6\,kT$. The density is about a quarter of the effective density of states, so an isolated vacancy in equilibrium would almost certainly hold at least one electron. In the same unscreened picture a second electron binds, as in helium, by $0.074$ eV, and the vacancy holds two electrons about $70\%$ of the time and one about $30\%$. The pair, taken as a point charge $+e$, holds electrons more weakly, and this difference lowers the binding free energy by about $0.14$ eV; that figure is an alternative estimate of the carrier effect and is not to be added to the $0.07$ eV. The value $0.89$ eV applies only to a vacancy that keeps its charge $+2e$.

\paragraph{Temperature.}
When $\varepsilon$ depends on temperature, $U$ is a free energy $F=-E_b$, because the medium exchanges heat while it polarizes. Let $\beta=d\ln\varepsilon/dT$. At fixed $R$, $F\propto1/\varepsilon$ gives $dF/dT=-\beta F$, and the internal energy is
\begin{equation}
U_{\rm int}=F-T\frac{dF}{dT}=F(1+\beta T).
\end{equation}
For $\beta=2\times10^{-4}$ K$^{-1}$ and $T=300$ K, $U_{\rm int}=-0.960\times1.06=-1.02$ eV. Free energy and internal energy differ by $0.06$ eV.

With $E_b$ held at its value for $\varepsilon=10$, $E_b/kT$ is $37$ at $300$ K and $18$ at an anneal temperature of $623$ K. These are Boltzmann exponents, not paired fractions. A separated vacancy can occupy many more sites than a paired one, so the fraction also depends on the defect concentrations and the number of sites next to an acceptor.

\paragraph{Ionic relaxation.}
The static constant includes the displacement of ions. If the ions were frozen where they stand without either defect charge, the electronic constant would apply. For a value of $4$, equation (\ref{eq:binding}) gives $9.60/4=2.4$ eV. This is not the binding of a relaxed pair, but it separates the two parts: the electrons remove $7.2$ eV of the bare $9.6$ eV and the ions a further $1.44$ eV, which is more than the binding that remains.

\paragraph{Beside a real film.}
The parameters suit amorphous indium--gallium--zinc oxide with nitrogen on an oxygen site as the acceptor. A static constant near $10$ and an oxygen--oxygen distance near $0.3$ nm are rough typical values; the other inputs are rough choices too. One assumption open to doubt is that the macroscopic dielectric constant applies across one interatomic distance. In the first variation below, relaxing it raises the binding by between $2$ and $45\%$ of $0.96$ eV for the two lengths tried. Short-range bonding and strain are absent from the model and are not sized here. The charge states are a further condition. If the Fermi level lies high enough for the vacancy to be neutral with its electrons localized inside $R$, the term $q_1q_2/(\varepsilon R)$ vanishes and the estimate does not apply. Electrons in effective-mass orbits, of radius about $0.9$ nm, lie mostly outside $R$ and only reduce the binding. The value $0.96$ eV is thus the continuum Coulomb part of a defect binding energy, not a prediction of the whole.

\section*{Variation 1: incomplete screening at short distance}

\textit{Replace the constant $\varepsilon$ by a response that depends on wave number $q$,}
\begin{equation}
\frac1{\varepsilon(q)}=1-\Bigl(1-\frac1\varepsilon\Bigr)\frac1{1+q^2\lambda^2},
\end{equation}
\textit{and find the binding for $\lambda=0.05$ and $0.10$ nm.}

This model screens fully at long wavelengths, where $\varepsilon(q)\to\varepsilon$, and not at all at short ones, where $\varepsilon(q)\to1$. The interaction is
\begin{equation}
U=q_1q_2\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2\varepsilon(q)}\,e^{i\mathbf q\cdot\mathbf R}.
\end{equation}
Partial fractions give
\begin{equation}
\frac1{q^2(1+q^2\lambda^2)}=\frac1{q^2}-\frac1{q^2+\lambda^{-2}} .
\end{equation}
The transforms of $4\pi/q^2$ and $4\pi/(q^2+\lambda^{-2})$ are $1/R$ and $e^{-R/\lambda}/R$. Therefore
\begin{align}
E_b(\lambda)&=\frac{2e^2}{R}\Bigl[1-\Bigl(1-\frac1\varepsilon\Bigr)\bigl(1-e^{-R/\lambda}\bigr)\Bigr]\nonumber\\
&=\frac{2e^2}{R}\Bigl[\frac1\varepsilon+\Bigl(1-\frac1\varepsilon\Bigr)e^{-R/\lambda}\Bigr].
\end{align}
For $R\gg\lambda$ the continuum result returns; for $R\ll\lambda$ the bare interaction does. Relative to the continuum value, the increase is $(\varepsilon-1)e^{-R/\lambda}$. The factor $\varepsilon-1=9$ is what makes a modest exponential matter:
\begin{align}
\lambda=0.05\ \text{nm}:&\quad 9e^{-6}=0.022,\quad E_b=0.98\ \text{eV},\\
\lambda=0.10\ \text{nm}:&\quad 9e^{-3}=0.448,\quad E_b=1.39\ \text{eV}.
\end{align}
Doubling a poorly known length moves the answer by $0.4$ eV, so the second decimal of $0.96$ eV has arithmetical meaning only. This model removes electronic and ionic screening over the same length. If only the ionic part is removed, so that $\varepsilon(q)\to4$ at large $q$, the bracket becomes $0.1+0.15e^{-R/\lambda}$ and the two values are $0.96$ and $1.03$ eV. The increase is a property of the chosen response function; a different dependence on $q$ could change its size or its sign.

\section*{Variation 2: pulling the pair apart with a field}

\textit{The acceptor is fixed and the vacancy can move. A macroscopic field $f=0.1$ MV/cm in the film pulls the vacancy directly away. What Coulomb energy must it gain to escape? Ignore free electrons.}

At distance $r$ along the field the energy is
\begin{equation}
V(r)=-\frac{2e^2}{\varepsilon r}-2efr .
\end{equation}
Setting $V'(r)=2e^2/(\varepsilon r^2)-2ef=0$ gives $r_m=\sqrt{e/(\varepsilon f)}$. This is a maximum, since $V''(r)=-4e^2/(\varepsilon r^3)<0$. At $r_m$ the two terms of $V$ are equal, each $-2e\sqrt{ef/\varepsilon}$, so
\begin{equation}
V(r_m)=-4e\sqrt{\frac{ef}{\varepsilon}} .
\end{equation}
The starting energy is $V(R)=-E_b-2efR$. The escape energy is the difference:
\begin{equation}
V(r_m)-V(R)=E_b-4e\sqrt{\frac{ef}{\varepsilon}}+2efR .
\end{equation}
Here $f=0.01$ V/nm and $e/\varepsilon=0.144$ V\,nm. This gives $r_m=\sqrt{0.144/0.01}$ nm $=3.8$ nm and a lowering of $4\sqrt{0.144\times0.01}$ eV $=0.152$ eV. The escape energy is
\begin{equation}
0.960-0.152+0.006=0.81\ \text{eV}.
\end{equation}
The formula requires $r_m>R$. At $r_m=R$, where $f=e/(\varepsilon R^2)$, its three terms are $E_b$, $-2E_b$ and $E_b$, and the Coulomb barrier vanishes. That field is $1.6$ V/nm, or $16$ MV/cm, more than such a film can normally sustain, so this marks a limit of the formula and not an operating condition. The barrier for each atomic hop comes on top of this energy and is not included.

The maximum lies at a distance close to the screening length of $3.94$ nm found above for $10^{18}$ electrons per cm$^3$. At that density the free electrons would alter the potential just where the barrier forms, so the field lowering and the carrier correction should not simply be added. The values used in both variations are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Vacancy charge: +2 e
Acceptor charge: -1 e
Separation R: 0.30 nm
Static dielectric constant: 10.0
e^2 in Gaussian form: 1.43996 eV nm
Binding without dielectric: 9.600 eV
Coulomb binding E_b: 0.9600 eV
Coulomb binding E_b: 92.6 kJ/mol
Cavity radius in Poisson check: 0.10 nm
Binding from Poisson solution: 0.9600 eV
Binding from field-energy integral: 0.9600 eV
Field-energy part from r < R: 0.0000 eV
Field-energy part from r > R: 0.9600 eV
Slope dE_b/dR: -3.20 eV/nm
Binding at R = 0.27 nm: 1.067 eV
Binding at R = 0.33 nm: 0.873 eV
Short-range model, lambda = 0.05 nm: 0.981 eV
  change from E_b: +2.2 %
Short-range model, lambda = 0.10 nm: 1.390 eV
  change from E_b: +44.8 %
Electronic dielectric constant: 4.0
Binding with unrelaxed ions: 2.40 eV
Temperature of use: 300 K
kT at use: 0.0259 eV
E_b/kT at use: 37.1
Anneal temperature: 623 K
kT at anneal: 0.0537 eV
E_b/kT at anneal: 17.9
Electron density: 1.0e+18 cm^-3
Effective mass: 0.30 m
Density over effective density of states: 0.243
Debye length, nondegenerate: 3.78 nm
Screening length with degeneracy: 3.94 nm
Binding with linear carrier screening: 0.890 eV
  change from E_b: -0.070 eV
Temperature coefficient beta: 2.0e-04 1/K
Internal interaction energy: -1.018 eV
  magnitude above E_b: 0.058 eV
Applied field: 0.10 MV/cm
Distance of energy maximum: 3.79 nm
Lowering of energy maximum: 0.152 eV
Field energy term 2 e f R: 0.006 eV
Coulomb escape energy in field: 0.814 eV
\end{verbatim}
